# Recovering the interface band edge from core levels in a depleted semiconductor

When a valence-band offset is extracted from photoemission on a gate stack, one has to decide whether the measured substrate core level may be used as it stands. The photoelectrons come from a layer a few nanometres deep. If the substrate bands bend across that layer, the measured energy is an average over depth and not the value at the oxide interface. The formulas below give the difference, state what must be known to remove it, and show how errors in the inputs reach the result.

## Conventions and model

Let $z\ge 0$ be the depth below the oxide interface. Binding energies $B$ are counted from the majority-carrier Fermi level $E_F$, taken as flat through the substrate. Let $\varphi(z)$ be the upward shift of the substrate bands relative to the neutral bulk, in energy units, with $\varphi_s=\varphi(0)$. In depletion $\varphi_s>0$ on n-type material and $\varphi_s<0$ on p-type.

The core level and the valence edge $E_V$ are assumed to shift rigidly together. Their separation $\Delta$ is then a constant of the substrate, and

$$E_F-E_V(z)=B(z)-\Delta,\qquad B(z)=B_{\rm bulk}-\varphi(z).$$

The minus sign appears because an upward shift brings the level closer to $E_F$ and lowers its binding energy.

Electrons emitted at depth $z$ escape with probability proportional to $e^{-z/L}$, where $L=\lambda\cos\theta$, $\lambda$ is the attenuation length in the substrate and $\theta$ is the emission angle from the surface normal. A laterally uniform oxide multiplies the signal from every substrate depth by the same factor, which cancels from a normalized mean. The X-ray intensity is taken as constant over the escape depth.

## The depletion profile

Let the doping density $N$ be uniform and fully ionized, with no mobile carriers between $z=0$ and the depletion edge $z=W$. On n-type material the charge density is $+qN$, so the electrostatic potential $V$ obeys $V''=-qN/\epsilon$. The electron energy shift is $\varphi=-qV$, hence

$$\varphi''=c,\qquad c=\frac{q^2N}{\epsilon}.$$

On p-type material the charge changes sign and $\varphi''=-c$. In both cases $|\varphi|''=c$. The neutral bulk has neither shift nor field, so $\varphi(W)=\varphi'(W)=0$. Integrating twice from $W$ gives

$$|\varphi(z)|=\frac{c}{2}(W-z)^2,\qquad |\varphi_s|=\frac{cW^2}{2},$$

and therefore

$$\varphi(z)=\varphi_s\left(1-\frac{z}{W}\right)^2\quad(0\le z\le W),\qquad \varphi(z)=0\quad(z>W).$$

## The attenuation-weighted mean

The normalized weight is $e^{-z/L}/L$ on $0\le z<\infty$. The neutral bulk belongs to the average; it contributes $B_{\rm bulk}$ with zero shift. With $u=z/L$ and $w=W/L$,

$$\langle B\rangle=B_{\rm bulk}-\varphi_sF(w),\qquad F(w)=\int_0^w\left(1-\frac{u}{w}\right)^2e^{-u}\,du.$$

Integrate by parts, taking $-e^{-u}$ as the antiderivative of $e^{-u}$. The boundary term vanishes at $u=w$ and equals 1 from $u=0$:

$$F=1-\frac{2}{w}\int_0^w\left(1-\frac{u}{w}\right)e^{-u}\,du.$$

A second integration by parts gives

$$\int_0^w\left(1-\frac{u}{w}\right)e^{-u}\,du
=1-\frac1w\int_0^we^{-u}\,du
=1-\frac{1-e^{-w}}{w}.$$

Substitution yields

$$\boxed{F(w)=1-\frac2w+\frac{2(1-e^{-w})}{w^2}}.$$

## The correction to the interface

At the interface $B(0)=B_{\rm bulk}-\varphi_s$. Subtracting this from the mean defines the correction

$$\delta=\langle B\rangle-B(0)=\varphi_s(1-F)
=\varphi_s\left[\frac2w-\frac{2(1-e^{-w})}{w^2}\right].$$

The interface core level and band edge follow:

$$\boxed{B(0)=\langle B\rangle-\delta,\qquad E_F-E_V(0)=\langle B\rangle-\Delta-\delta}.$$

The recovery is exact within the stated model. The squared factor in the integral for $F$ lies between 0 and 1, so $0<F<1$. Thus $\delta$ has the sign of $\varphi_s$ and a smaller magnitude: the correction lowers the binding energy on n-type material and raises it on p-type.

Inserting $|\varphi_s|=cW^2/2$ and $w=W/L$ gives a form convenient when doping and depletion width are known:

$$|\delta|=c\left[WL-L^2\left(1-e^{-W/L}\right)\right].$$

The formulas were tested against numerical integration of Poisson's equation followed by quadrature of the core-level average. For $(W,L)=(25,3)$ and $(12,10)$ nm, at the doping and permittivity of the example below and for both signs of bending, the means agreed within $10^{-7}$ eV.

**Wide depletion layer, $w\gg1$.** Dropping $e^{-w}$ leaves

$$\delta\simeq\frac{2\varphi_sL}{W}\left(1-\frac LW\right).$$

The leading term is the slope of the bands at the interface, $2|\varphi_s|/W$, times the mean emission depth $L$. The factor in brackets comes from the curvature of the profile: the slope decreases with depth, so the linear estimate is too large.

**Narrow depletion layer, $w\ll1$.** Expanding the exponential to fourth order,

$$\frac{2(1-e^{-w})}{w^2}=\frac2w-1+\frac w3-\frac{w^2}{12}+\cdots,
\qquad F=\frac w3-\frac{w^2}{12}+\cdots.$$

Within the parabolic model most of the signal now comes from the neutral bulk, and nearly all of $\varphi_s$ must be restored. The parabola itself needs $|\varphi_s|\gg kT$, that is $W$ well above the Debye length, which is 4.1 nm at $10^{18}$ cm$^{-3}$ in silicon at 300 K. At that doping, $L=3$ nm and $w=0.3$ mean $\varphi_s=0.02\,kT$, and Boltzmann electrons give $F=0.58$ instead of 0.093. Reaching $w=0.3$ with $\varphi_s=10\,kT$ takes about $4\times10^{19}$ cm$^{-3}$ even for $L=10$ nm, which is degenerate. The small-$w$ expressions here and below are therefore limits of the formula, seldom of a non-degenerate silicon sample. For very small $w$ this series should also replace the closed form of $F$ in code, because the closed form subtracts large, nearly equal numbers.

## Finding the bending from the measured mean

The mean energy alone does not determine $\delta$. Besides $L$, two of the three linked quantities $\varphi_s$, $W$ and $N$ must be known. With $N$ known, an electrical measurement of $\varphi_s$ can supply the second if it refers to the same state of the sample. Otherwise, if $N$, $L$ and the bulk Fermi position are known, define the mean shift

$$m=B_{\rm bulk}-\langle B\rangle=\varphi_sF(w),\qquad
B_{\rm bulk}=\Delta+(E_F-E_V)_{\rm bulk}.$$

Since $|\varphi_s|=cL^2w^2/2$, multiplying by $F$ gives

$$\frac{|m|}{cL^2}=g(w),\qquad g(w)=\frac{w^2}{2}-w+1-e^{-w}.$$

The derivative is $g'(w)=w-1+e^{-w}$. It vanishes at $w=0$, and its own derivative $1-e^{-w}$ is positive for $w>0$, so $g'$ is positive there. As $g$ rises from zero without bound, each nonzero $|m|$ has one positive root. The bending is then $\varphi_s=\operatorname{sign}(m)\,cL^2w^2/2$.

For large $w$, neglecting $e^{-w}$ turns the equation into $w^2-2w+2-2|m|/(cL^2)=0$, whose larger root is

$$w\simeq1+\sqrt{\frac{2|m|}{cL^2}-1}.$$

For small $w$ the expansion of $g$ starts at $w^3/6$, so $w\simeq[6|m|/(cL^2)]^{1/3}$. Each expression can start a numerical root search in its own range; the first is real only for $2|m|/(cL^2)\ge1$.

Errors follow from the ratio of two differentials. At fixed $c$ and $L$, $d|\varphi_s|=cL^2w\,dw$ and $d|m|=cL^2g'(w)\,dw$, so

$$A\equiv\frac{d\varphi_s}{dm}=\frac{w}{w-1+e^{-w}}.$$

Write $b=(E_F-E_V)_{\rm bulk}$. The interface position is $b-\varphi_s(m)$ with $m=b+\Delta-\langle B\rangle$, hence

$$d[E_F-E_V(0)]=(1-A)\,db+A\,d\langle B\rangle-A\,d\Delta.$$

For large $w$, $A$ is close to 1: an error in the bulk reference nearly cancels, while errors in the measured energy and in $\Delta$ pass through slightly amplified. For small $w$, $A\simeq2/w$ is large and the inversion is poorly conditioned.

## Worked example: n-type silicon under hafnium oxide

The parameters are round, rough typical values for the Si 2p$_{3/2}$ line and a laboratory X-ray source: $N=10^{18}$ cm$^{-3}$, relative permittivity 11.7, $T=300$ K, $L=3$ nm at normal emission and $\Delta=98.80$ eV. The mean binding energy is assumed to be 99.43 eV.

With Boltzmann statistics, a gap of 1.12 eV and a conduction-band density $N_c=2.816\times10^{19}$ cm$^{-3}$,

$$(E_F-E_V)_{\rm bulk}=1.12-0.02585\ln(28.16)=1.0337\ {\rm eV}.$$

Thus $B_{\rm bulk}=99.8337$ eV and $m=0.4037$ eV. The curvature is $c=1.5466\times10^{-3}$ eV/nm$^2$, so

$$\frac{m}{cL^2}=\frac{0.4037}{1.5466\times10^{-3}\times9}=29.00,
\qquad w\simeq1+\sqrt{58.01-1}=8.550.$$

The full equation gives the same value to this precision. Then

$$W=8.550\times3=25.65\ {\rm nm},\qquad
\varphi_s=\tfrac12(1.5466\times10^{-3})(25.65)^2=0.509\ {\rm eV}.$$

With $F=0.7934$, the correction is $\delta=0.5088\times0.2066=0.105$ eV. The linear estimate would give 0.119 eV. The band edge moves as follows:

- uncorrected: $E_F-E_V=99.43-98.80=0.630$ eV;
- at the interface: $E_F-E_V(0)=0.630-0.105=0.525$ eV.

With $\varphi_s$ and $N$ held fixed, emission at $60^\circ$ halves $L$ and reduces $\delta$ to 0.056 eV. The mean binding energy should therefore fall by 0.049 eV between normal and $60^\circ$ emission, which gives a measurable check on the slope of the bands near the interface. The value refers to the centroid and the parabola; a profile with mobile electrons gives 0.048 eV and single-Gaussian fit centres give 0.047 eV, so finer features of the profile are not resolved. An attenuation length of 10 nm, representing a harder X-ray source, raises $\delta$ to 0.254 eV, half of the total bending.

## Use in a band offset

Define the valence offset at the interface as $\Delta E_V=E_V^{\rm sub}-E_V^{\rm ox}$. With separate core-to-valence separations for substrate and oxide,

$$\Delta E_V=[B_{\rm ox}(0)-\Delta_{\rm ox}]-[B_{\rm sub}(0)-\Delta_{\rm sub}].$$

Replacing $B_{\rm sub}(0)$ by $\langle B_{\rm sub}\rangle-\delta$ adds $\delta$ to the uncorrected offset. Here the increase is 0.105 eV.

A field in the oxide requires a second correction. For an oxide of thickness $t$ and projected attenuation length $L_{\rm ox}$, the mean emission depth below its outer surface is

$$\bar d=\frac{\int_0^t x\,e^{-x/L_{\rm ox}}dx}{\int_0^t e^{-x/L_{\rm ox}}dx}
=L_{\rm ox}-\frac{t}{e^{t/L_{\rm ox}}-1}.$$

The mean therefore refers to a height $t-\bar d$ above the substrate. This height, times the potential-energy slope, gives the shift from the oxide mean to its interface value.

As a trial case, let the charge balancing the depletion layer sit on the outer oxide surface, with no charge in the oxide or at the interface. Continuity of electric displacement converts the substrate field of 0.397 MV/cm into $0.397\times11.7/20=0.232$ MV/cm for an oxide permittivity of 20. With $t=L_{\rm ox}=2$ nm, $\bar d=0.836$ nm and the shift is $0.0232\times1.164=0.027$ eV. On n-type material the field points outward, electron energies rise toward the outer surface, and the oxide binding energy at the interface is larger than its mean. This correction also increases $\Delta E_V$. If the balancing charge sits at the interface instead, the oxide field and this correction vanish.

## Limits of the model

**Mobile electrons.** Near the depletion edge the electron density does not drop abruptly. With Boltzmann electrons, $\varphi''=c(1-e^{-\varphi/kT})$. Multiplying by $\varphi'$ and integrating from the bulk gives

$$[\varphi'(0)]^2=2c\left[\varphi_s-kT\left(1-e^{-\varphi_s/kT}\right)\right].$$

The interface slope is thus smaller than in the depletion model at the same $\varphi_s$. Numerical solution of this equation at $\varphi_s=0.509$ eV gives $\delta=0.102$ eV instead of 0.105 eV. Inverting that mean with the parabolic formula overestimates $\varphi_s$ by 3.5 meV.

**Inversion and tunnelling.** The estimated interface hole density is $5\times10^{-8}$ of the donor density, so inversion is negligible here. When this ratio is no longer small, holes add to the charge near the interface and the assumption of a constant charge density no longer holds there. The parabola does not describe strong inversion or accumulation. Band-to-band tunnelling is also closed at these energies: the interface valence edge lies 0.525 eV below $E_F$, whereas the bulk conduction edge lies 0.086 eV above it.

**Bulk reference.** Fermi–Dirac filling shifts the bulk Fermi level by 0.3 meV. Incomplete ionization of an isolated donor level 45 meV deep shifts it by $-7$ meV. A trial error of $-40$ meV in $b$ at fixed $\Delta$, as would arise if gap narrowing lowered only the conduction edge, moves the recovered interface position by only 5 meV, in line with $A=1.132$. An error in $\Delta$ at fixed $b$ does not cancel: it enters with the factor $-A$. If narrowing raises the valence edge by $x$ relative to the core level, $\Delta$ grows by $x$ and $b$ falls by $x$, so $B_{\rm bulk}$ and $\varphi_s$ are unchanged. The interface position then falls by $x$ if the rise extends to the interface, and does not change if it is confined to the neutral bulk, in which case $\Delta$ is no longer constant with depth.

**Attenuation length.** Elastic scattering can change the effective $L$ and make the escape law non-exponential. Raising $L$ by 20% at fixed mean energy and doping lowers the recovered $E_F-E_V(0)$ by 21 meV. A non-exponential law requires a new average with its own weight.

**Peak fitting.** The derivation uses the centroid of the substrate line. For an intrinsic Gaussian line of 0.60 eV full width at half maximum, a single-Gaussian fit to the depth-broadened spectrum is centred 3.5 meV below the centroid, toward the interface value. Using that centre as the mean lowers the recovered position by about $1.13\times3.5\simeq4$ meV. The shift depends on the fit: this value is for an unweighted fit over a wide window, while a narrower window gives 4.0 meV, counting-type weights about 1 meV, and a line of 0.40 eV width 6.8 meV.

**Discrete dopants.** The mean dopant spacing is 10 nm, larger than $L$, and the Coulomb energy at that distance is 12 meV. That is the contribution of a single dopant; the contributions of many add. For independent random positions, a depletion edge treated as a conducting plane, a smooth balancing charge and equal permittivities on both sides of the interface, the root-mean-square variation at the interface is $(q^2/4\pi\epsilon)\sqrt{4\pi(1-\ln2)NW}\simeq39$ meV. With 2 nm of permittivity 20 under vacuum in place of equal permittivities, the same model gives about 52 meV. If all dopants are ionized down to a flat depletion edge, averaging Poisson's equation over the interface plane restores the one-dimensional equation, so the variations broaden the line without moving its mean.

**Photovoltage.** X-ray illumination can flatten the bands. If it reduced the bending from 0.509 to 0.309 eV at fixed $N$ and $L$, $\delta$ would fall to 0.079 eV. Applying a bending measured in the dark would then overcorrect the offset by 0.026 eV. The correction must use the bending present during photoemission, and the recovered Fermi position refers to that illuminated state.

The correction is smaller on a more lightly doped wafer. At $10^{16}$ cm$^{-3}$ and the same $\varphi_s$, $W$ is ten times larger and the linear estimate falls to about 0.012 eV. A stack may also contain a thin silicon-oxide interlayer, which the single-layer oxide estimate omits. If the balancing charge lies on the outer surface, the field in an interlayer of permittivity 3.9 is $0.397\times11.7/3.9=1.19$ MV/cm, and 0.5 nm of it drops 0.06 eV. This must then be included when the oxide level is referred to the substrate. The field in the hafnium oxide, the attenuation length and the photovoltage each matter at the level of 0.02 to 0.03 eV in the cases tried here. For this example the substrate correction is therefore worth making, but its third decimal place has no experimental meaning. The remaining intermediate values are in the numerical output.

## Table of computed values

```
donor density: 1.0e+18 cm^-3
relative permittivity of substrate: 11.7
temperature: 300 K
thermal energy kT: 0.02585 eV
band gap: 1.12 eV
electron density-of-states mass: 1.08 m_e
hole density-of-states mass: 1.15 m_e
conduction-band density Nc: 2.816e+19 cm^-3
projected attenuation length L: 3.0 nm
core-to-valence-edge separation: 98.80 eV
assumed mean core binding energy: 99.43 eV
curvature q^2 N/eps: 1.5466e-03 eV/nm^2
bulk E_F - E_V: 1.0337 eV
bulk core binding energy: 99.8337 eV
mean shift m: 0.4037 eV
m/(curvature L^2): 29.003
w from full equation: 8.5503
w from large-w formula: 8.5502
depletion width W: 25.65 nm
interface band bending phi_s: 0.5088 eV
mean fraction F: 0.7934
correction delta: 0.1051 eV
linear estimate 2 phi_s L/W: 0.1190 eV
uncorrected E_F - E_V: 0.6300 eV
corrected interface E_F - E_V: 0.5249 eV
corrected interface core binding: 99.3249 eV
error factor d phi_s/d m: 1.1324
delta at 60 degrees: 0.0560 eV
mean binding change, 0 to 60 deg: -0.0491 eV
longer attenuation length: 10.0 nm
delta at longer length: 0.2539 eV
delta with mobile-electron tail: 0.1020 eV
phi_s error from carrier tail: 3.46 meV
interface hole density / donor density: 4.71e-08
Fermi-Dirac shift of bulk E_F: 0.32 meV
assumed donor depth: 45 meV
ionization shift of bulk E_F: -6.97 meV
trial bulk-reference error: -40 meV
its effect on interface E_F - E_V: 5.44 meV
effect of L +20% on E_F - E_V: -20.54 meV
assumed line FWHM: 0.60 eV
rms core-level spread: 0.0922 eV
Gaussian-fit centre minus mean: -3.45 meV
mean dopant spacing: 10.0 nm
Coulomb energy at that spacing: 12.3 meV
substrate interface field: 0.397 MV/cm
oxide thickness: 2.0 nm
oxide attenuation length: 2.0 nm
oxide relative permittivity: 20
oxide field, no interface charge: 0.232 MV/cm
mean emission depth in oxide: 0.836 nm
oxide core-level correction: 27.0 meV
trial photovoltage: 0.20 eV
delta under that photovoltage: 0.0788 eV
```
